# Debugging a numerical check: Wall slope, mean potential gradient and interface-roughness scattering

```python
"""
Result under test: for a bound state psi(z) on z > 0 with psi(0) = 0,
    psi'(0)^2 = (2 m_z / hbar^2) <dV/dz>,
and a wall displaced by Delta(r) scatters within a subband with the bare
matrix element <dV/dz> Delta_q / area.
Symbols: V potential energy without the wall, m_z mass normal to the wall,
m_par mass along it, Ns electron and Nd depletion sheet densities,
F = <dV/dz>, beta = dielectric contrast, q = in-plane momentum transfer/hbar.
Internal units: nm and eV; masses in free-electron masses.
Example: silicon inversion layer under SiO2 at low temperature, with rough
typical parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros, ive, j0

HB2 = sc.hbar**2 / sc.m_e / sc.e * 1e18              # hbar^2/m_e, eV nm^2
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9         # Gaussian e^2, eV nm
HBAR_EV = sc.hbar / sc.e

# Rough typical inputs
m_z, m_par, m_ox = 0.92, 0.19, 0.5
kappa_s, kappa_ox = 11.7, 3.9
Ns, Nd = 0.03, 0.01                                # nm^-2
doping = 7e-5                                       # nm^-3
rms, corr = 0.3, 1.5                                # nm
barrier, temperature = 3.1, 4.2                     # eV, K
valleys = 2

C = 4 * np.pi * E2 / kappa_s
beta = (kappa_s - kappa_ox) / (kappa_s + kappa_ox)
step = 0.01
z = step * np.arange(1, 3001)


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


def integrate(f):
    """Trapezoid on z > 0, with the wall value extrapolated linearly."""
    return step * (np.sum(f) + 0.5 * (2 * f[0] - f[1]))


def levels(V, mass, count=1):
    t = HB2 / (2 * mass * step**2)
    E, v = eigh_tridiagonal(2 * t + V, -t * np.ones(len(V) - 1),
                            select='i', select_range=(0, count - 1))
    v = v / np.sqrt(step)
    return E, v * np.sign(v[0])


def wall_slope(psi):
    return (18 * psi[0] - 9 * psi[1] + 2 * psi[2]) / (6 * step)


# --- Identity, wall displacement and two-state identity, generic potential
def V_test(x):
    return 0.04 * x - 0.05 * np.exp(-(x - 3)**2)


grad_test = 0.04 + 0.10 * (z - 3) * np.exp(-(z - 3)**2)
E_t, psi_t = levels(V_test(z), m_z, 3)
E_plus = levels(V_test(z + 0.01), m_z, 3)[0]
E_minus = levels(V_test(z - 0.01), m_z, 3)[0]
slopes = [wall_slope(psi_t[:, n]) for n in range(3)]
for n in range(3):
    mean_grad = integrate(psi_t[:, n]**2 * grad_test)
    close(HB2 / (2 * m_z) * slopes[n]**2, mean_grad, 1e-3)
    close((E_plus[n] - E_minus[n]) / 0.02, mean_grad, 1e-3)
for a, b in [(0, 1), (0, 2), (1, 2)]:
    pa, pb = psi_t[:, a], psi_t[:, b]
    db = np.gradient(np.concatenate(([0.0], pb)), step)[1:]
    right = integrate(pa * grad_test * pb) - (E_t[b] - E_t[a]) * integrate(pa * db)
    close(HB2 / (2 * m_z) * slopes[a] * slopes[b], right, 2e-3)

# --- Self-consistent inversion layer, one filled subband
V = C * (Nd + Ns / 2) * z
for iteration in range(200):
    E0, psi = levels(V, m_z)
    p = psi[:, 0]**2
    tail = 1 - step * (np.cumsum(p) - p / 2)
    field = C * (Nd + Ns * tail)
    full = np.concatenate(([C * (Nd + Ns)], field))
    V_new = np.cumsum((full[1:] + full[:-1]) / 2) * step
    change = np.max(np.abs(V_new - V))
    V = 0.5 * V + 0.5 * V_new
    if change < 1e-10:
        break
assert change < 1e-10
F = C * (Nd + Ns / 2)
slope2 = wall_slope(psi[:, 0])**2
F_from_slope = HB2 / (2 * m_z) * slope2
close(F_from_slope, F, 1e-3)
z_mean = integrate(z * p)
k_F = np.sqrt(2 * np.pi * Ns / valleys)
E_F = HB2 * k_F**2 / (2 * m_par)
E_sub = levels(V, m_z, 2)[0]
gap_same = E_sub[1] - E_sub[0]
gap_other = levels(V, m_par)[0][0] - E_sub[0]
assert min(gap_same, gap_other) > E_F               # one subband is filled

# --- Variational state z exp(-b z/2) in a linear potential of gradient F
z_full = np.concatenate(([0.0], z))


def trial_energy(b):
    f = np.sqrt(b**3 / 2) * z_full * np.exp(-b * z_full / 2)
    df = np.sqrt(b**3 / 2) * (1 - b * z_full / 2) * np.exp(-b * z_full / 2)
    return trapezoid(HB2 / (2 * m_z) * df**2 + F * z_full * f**2, z_full)


b_best = minimize_scalar(trial_energy, bounds=(0.5, 5), method='bounded',
                         options={'xatol': 1e-9}).x
trial_ratio = HB2 / (2 * m_z) * b_best**3 / 2 / F
close(trial_ratio, 3, 1e-3)

# --- Sinusoidal wall: levels of the two-dimensional boundary problem.
# Functions Ai(z) cos or sin solve the bulk equation for V = F z;
# their sum must vanish on z = height*cos(Q x), with Q = 2 k_F.
airy_len = (HB2 / (2 * m_z * F))**(1 / 3)
a1 = -ai_zeros(1)[0][0]


def wavy_level(trig, height, modes=3):
    u = 2 * np.pi * (np.arange(64) + 0.5) / 64
    flat = a1 * F * airy_len + E_F

    def determinant(E):
        A = np.empty((modes, modes))
        for n in range(modes):
            E_n = E - E_F * (2 * n + 1)**2
            col = airy((height * np.cos(u) - E_n / F) / airy_len)[0]
            if n:
                col = col / airy(-E_n / (F * airy_len))[0]
            for k in range(modes):
                A[k, n] = np.mean(trig((k + .5) * u) * col * trig((n + .5) * u))
        return np.linalg.det(A)
    return brentq(determinant, flat - 2 * F * height, flat + 2 * F * height,
                  xtol=1e-14)


def splitting_ratio(height):
    return (wavy_level(np.cos, height) - wavy_level(np.sin, height)) / (F * height)


small_ratio = splitting_ratio(0.02)
close(small_ratio, 1, 3e-3)
large_height = np.sqrt(2) * rms
large_ratio = splitting_ratio(large_height)

# --- Finite barrier and mass jump, linear potential F z on z > shift
def barrier_level(shift):
    def mismatch(E):
        xi = -(E - F * shift) / (F * airy_len)
        decay = np.sqrt(2 * m_ox * (barrier - E) / HB2)
        ai, dai = airy(xi)[:2]
        return dai / (airy_len * m_z) - decay / m_ox * ai
    return brentq(mismatch, F * shift + 1.02 * F * airy_len,
                  F * shift + a1 * F * airy_len, xtol=1e-15)


E_b = barrier_level(0.0)
decay_b = np.sqrt(2 * m_ox * (barrier - E_b) / HB2)
inside = quad(lambda x: airy((x - E_b / F) / airy_len)[0]**2, 0, 30,
              epsabs=1e-12, limit=200)[0]
outside = airy(-E_b / (F * airy_len))[0]**2 / (2 * decay_b)
leak = outside / (inside + outside)
close((barrier_level(0.01) - barrier_level(-0.01)) / 0.02, F * (1 - leak), 1e-5)

# --- Image potential: identity with a 1/z term, and an image that follows
image = beta * E2 / (4 * kappa_s)
E_i, psi_i = levels(V + image / z, m_z)
p_i = psi_i[:, 0]**2
F_i_slope = HB2 / (2 * m_z) * wall_slope(psi_i[:, 0])**2
F_i_fixed = integrate(p_i * field)
close(F_i_slope, F_i_fixed - integrate(p_i * image / z**2), 5e-3)
V_up = np.concatenate((V[1:], [2 * V[-1] - V[-2]]))
V_down = np.concatenate(([0.0], V[:-1]))
follow = (levels(V_up + image / z, m_z)[0][0]
          - levels(V_down + image / z, m_z)[0][0]) / (2 * step)
close(follow, F_i_fixed, 1e-3)

# --- Polarisation of the rough dielectric interface
def boundary_residuals(height, q=0.5):
    u = np.linspace(0, 2 * np.pi, 201)
    w = height * np.cos(u)
    Fs, Fo = 1.0, kappa_s / kappa_ox
    A = beta * Fs * height
    B = -A * kappa_s / kappa_ox
    es, eo = np.exp(-q * w), np.exp(q * w)
    jump = (Fs * w + A * np.cos(u) * es) - (Fo * w + B * np.cos(u) * eo)
    dw = -height * q * np.sin(u)
    Ds = kappa_s * (Fs - q * A * np.cos(u) * es + dw * q * A * np.sin(u) * es)
    Do = kappa_ox * (Fo + q * B * np.cos(u) * eo + dw * q * B * np.sin(u) * eo)
    return np.max(np.abs(jump)), np.max(np.abs(Ds - Do))


for big, half in zip(boundary_residuals(0.02), boundary_residuals(0.01)):
    assert half < 0.3 * big                          # only second order remains

# --- Electron profile following the wall; screening form factor
zc, pc = z[4::5], p[4::5]
dc = 5 * step
weights = pc * dc
difference = np.abs(zc[:, None] - zc[None, :])
total = zc[:, None] + zc[None, :]


def kernel(q):
    return np.exp(-q * difference) + beta * np.exp(-q * total)


def g(q):
    return np.sum(weights * np.exp(-q * zc))


moved = -Ns * np.gradient(pc, dc) * dc
direct_sum = C / (2 * k_F) * weights @ kernel(k_F) @ moved
close(direct_sum, -C / 2 * beta * Ns * g(k_F)**2, 1e-2)

dos = valleys * m_par / (np.pi * HB2)                # both spins, per eV nm^2
# Static polarisability at q = k_F from its definition, small damping
kk = k_F * (np.arange(400) + 0.5) / 400
theta = 2 * np.pi * (np.arange(6000) + 0.5) / 6000
angular = np.array([np.mean((1 / (k_F**2 + 2 * k * k_F * np.cos(theta)
                                  + 0.005j * k_F**2)).real) for k in kk])
polar = (2 * 2 * valleys / (2 * np.pi) * 2 * m_par / HB2
         * np.sum(kk * angular) * k_F / 400)
close(polar, dos, 1.5e-2)                            # damping costs about 0.3 %


def epsilon(q):
    return 1 + C / (2 * q) * dos * (weights @ kernel(q) @ weights)


def element(q):
    return F + beta * C * (Nd + Ns) * g(q) - beta * C * Ns * g(q)**2 / 2


# --- Roughness spectrum and transport rate at the Fermi energy
def spectrum(q):
    return np.pi * rms**2 * corr**2 * np.exp(-q**2 * corr**2 / 4)


spectrum_direct = quad(lambda r: 2 * np.pi * r * j0(k_F * r) * rms**2
                       * np.exp(-r**2 / corr**2), 0, 15)[0]
close(spectrum_direct, spectrum(k_F), 1e-7)

angles = np.pi * (np.arange(80) + 0.5) / 80
q_list = 2 * k_F * np.sin(angles / 2)
eps_list = np.array([epsilon(q) for q in q_list])
full_list = np.array([element(q) for q in q_list])


def width(M):                                      # hbar/tau in eV
    return m_par / HB2 * np.mean((1 - np.cos(angles)) * spectrum(q_list) * M**2)


arg = k_F**2 * corr**2 / 2
width_bare = (np.pi * m_par / HB2 * F**2 * rms**2 * corr**2
              * (ive(0, arg) - ive(1, arg)))
close(width(F * np.ones(80)), width_bare, 1e-6)
# Golden rule summed over final states with a narrow Gaussian for the delta
dk = 0.001
axis = dk * (np.arange(-600, 600) + 0.5)
kx, ky = np.meshgrid(axis, axis)
k_abs = np.hypot(kx, ky)
sigma = 5e-4
delta = (np.exp(-(HB2 * k_abs**2 / (2 * m_par) - E_F)**2 / (2 * sigma**2))
         / (sigma * np.sqrt(2 * np.pi)))
golden = 2 * np.pi * np.sum(F**2 * spectrum(np.hypot(kx - k_F, ky))
                            * (1 - kx / k_abs) * delta) * dk**2 / (4 * np.pi**2)
close(golden, width_bare, 1e-2)


def mobility(w):                                  # cm^2/Vs
    return sc.e * HBAR_EV / w / (m_par * sc.m_e) * 1e4


width_screened = width(F / eps_list)
width_full = width(full_list / eps_list)
depletion_width = Nd / doping
depletion_loss = C * Nd * z_mean / depletion_width / F


def show(label, value, unit='', form='.4g'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("normal mass", m_z, "m_e")
show("in-plane mass", m_par, "m_e")
show("oxide mass", m_ox, "m_e")
show("silicon dielectric constant", kappa_s)
show("oxide dielectric constant", kappa_ox)
show("dielectric contrast beta", beta)
show("electron density Ns", Ns * 1e14, "cm^-2")
show("depletion density Nd", Nd * 1e14, "cm^-2")
show("doping", doping * 1e21, "cm^-3")
show("rms roughness", rms, "nm")
show("correlation length", corr, "nm")
show("oxide barrier", barrier, "eV")
show("temperature", temperature, "K")
show("mean gradient F, Poisson formula", F * 1e3, "meV/nm", '.3f')
show("F from computed wall slope", F_from_slope * 1e3, "meV/nm", '.3f')
show("effective field", F * 10, "MV/cm")
show("surface field", C * (Nd + Ns) * 10, "MV/cm")
show("squared wall slope", slope2, "nm^-3")
show("mean distance from wall", z_mean, "nm")
show("F times rms roughness", F * rms * 1e3, "meV")
show("Fermi wavenumber", k_F, "nm^-1")
show("Fermi energy", E_F * 1e3, "meV")
show("gap to next subband", gap_same * 1e3, "meV")
show("gap to other valleys", gap_other * 1e3, "meV")
show("thermal energy kT", sc.k * temperature / sc.e * 1e3, "meV")
show("variational slope^2 / correct", trial_ratio, "", '.3f')
show("wavy wall, small amplitude", 0.02, "nm")
show("splitting / first order, small", small_ratio, "", '.5f')
show("wavy wall, large amplitude", large_height, "nm")
show("splitting / first order, large", large_ratio, "", '.4f')
show("probability in oxide", leak * 100, "%", '.3f')
show("slope^2 with image / without", F_i_slope / F_from_slope, "", '.3f')
show("fixed-field mean with image / F", F_i_fixed / F, "", '.3f')
show("depletion width", depletion_width, "nm")
show("F lost to finite depletion width", depletion_loss * 100, "%", '.2f')
show("screening factor at q = k_F", epsilon(k_F), "", '.3f')
show("screening factor at q = 2 k_F", epsilon(2 * k_F), "", '.3f')
show("element with interface terms / F, k_F", element(k_F) / F, "", '.3f')
show("same ratio at 2 k_F", element(2 * k_F) / F, "", '.3f')
show("bare hbar/tau", width_bare * 1e3, "meV")
show("bare scattering time", HBAR_EV / width_bare * 1e12, "ps")
show("bare mobility", mobility(width_bare), "cm2/Vs", '.0f')
show("screened mobility", mobility(width_screened), "cm2/Vs", '.0f')
show("screened, interface terms", mobility(width_full), "cm2/Vs", '.0f')
print("no test failed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 223, in <module>
    close(direct_sum, -C / 2 * beta * Ns * g(k_F)**2, 1e-2)
  File "check.py", line 40, in close
    assert abs(a - b) <= rel * abs(b), (a, b, rel)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError: (np.float64(-0.004419496979140053), np.float64(-0.004339852903050074), 0.01)
```

The author's reading of the failure: The failed check sums the Coulomb energy of an electron profile displaced with the wall, and the fault was numerical: the profile's derivative was taken on a coarse 0.05 nm grid, with a one-sided difference at the point nearest the wall, where the density rises quadratically. An estimate of this discretisation error gives about 1.8 %, the size of the observed discrepancy, so the physical formula stands. The derivative and the sum now use the full 0.01 nm grid with the zero density at the wall included, which should reduce the error to below 0.1 %. The tested quantity is the same, its tolerance is tightened from 1 % to 0.3 %, and no other test is changed.

Repair:

```diff
@@ -14,5 +14,5 @@
 from scipy import constants as sc
 from scipy.integrate import quad, trapezoid
-from scipy.linalg import eigh_tridiagonal
+from scipy.linalg import eigh_tridiagonal, matmul_toeplitz
 from scipy.optimize import brentq, minimize_scalar
 from scipy.special import airy, ai_zeros, ive, j0
@@ -203,5 +203,5 @@
     assert half < 0.3 * big                          # only second order remains
 
-# --- Electron profile following the wall; screening form factor
+# --- Screening form factor on a coarser grid
 zc, pc = z[4::5], p[4::5]
 dc = 5 * step
@@ -219,7 +219,12 @@
 
 
-moved = -Ns * np.gradient(pc, dc) * dc
-direct_sum = C / (2 * k_F) * weights @ kernel(k_F) @ moved
-close(direct_sum, -C / 2 * beta * Ns * g(k_F)**2, 1e-2)
+# --- Electron profile following the wall: Coulomb sum on the full grid.
+# The derivative includes the zero density at the wall itself.
+moved = -Ns * np.gradient(np.concatenate(([0.0], p)), step)[1:] * step
+direct_potential = matmul_toeplitz(np.exp(-k_F * (z - z[0])), moved)
+image_potential = beta * np.exp(-k_F * z) * np.sum(np.exp(-k_F * z) * moved)
+profile_sum = (C / (2 * k_F) * step
+               * np.sum(p * (direct_potential + image_potential)))
+close(profile_sum, -C / 2 * beta * Ns * g(k_F)**2, 3e-3)
 
 dos = valleys * m_par / (np.pi * HB2)                # both spins, per eV nm^2
```

The mended program passes:

```
normal mass: 0.92 m_e
in-plane mass: 0.19 m_e
oxide mass: 0.5 m_e
silicon dielectric constant: 11.7
oxide dielectric constant: 3.9
dielectric contrast beta: 0.5
electron density Ns: 3e+12 cm^-2
depletion density Nd: 1e+12 cm^-2
doping: 7e+16 cm^-3
rms roughness: 0.3 nm
correlation length: 1.5 nm
oxide barrier: 3.1 eV
temperature: 4.2 K
mean gradient F, Poisson formula: 38.665 meV/nm
F from computed wall slope: 38.667 meV/nm
effective field: 0.3866 MV/cm
surface field: 0.6186 MV/cm
squared wall slope: 0.9337 nm^-3
mean distance from wall: 1.697 nm
F times rms roughness: 11.6 meV
Fermi wavenumber: 0.307 nm^-1
Fermi energy: 18.9 meV
gap to next subband: 47.61 meV
gap to other valleys: 46.79 meV
thermal energy kT: 0.3619 meV
variational slope^2 / correct: 2.999
wavy wall, small amplitude: 0.02 nm
splitting / first order, small: 0.99993
wavy wall, large amplitude: 0.4243 nm
splitting / first order, large: 0.9744
probability in oxide: 0.055 %
slope^2 with image / without: 0.611
fixed-field mean with image / F: 0.933
depletion width: 142.9 nm
F lost to finite depletion width: 0.48 %
screening factor at q = k_F: 4.846
screening factor at q = 2 k_F: 2.401
element with interface terms / F, k_F: 1.377
same ratio at 2 k_F: 1.269
bare hbar/tau: 2.026 meV
bare scattering time: 0.3249 ps
bare mobility: 3008 cm2/Vs
screened mobility: 23334 cm2/Vs
screened, interface terms: 14047 cm2/Vs
no test failed
```
